**Phonon number of a weak-coupling Fröhlich polaron at rest**

The program tests that a Fröhlich polaron of total momentum zero carries N = α/2 + O(α²) virtual LO phonons, where α is the Fröhlich coupling constant and N the mean phonon number. It diagonalizes the Hamiltonian on a momentum grid with up to two phonons, without using the first-order wavefunction. At α = 0.001 it finds N/α = 0.50003 and asserts the division of the energy into phonon, kinetic and interaction parts. The α² coefficient of N is 0.0318 from the scaling of the fourth-order energy and 0.0314 from diagonalization; the program asserts agreement within 0.001. Further assertions cover the moving polaron at one momentum, the phonon absorption rate, and the link between α and the dielectric constants. For rough CdTe-like parameters the output gives α = 0.345 and N = 0.172. It also sizes several neglected effects, among which thermal motion and phonon absorption rule out the picture of a polaron at rest at 300 K.

## Numerical verification

```python
"""Phonon number of a weak-coupling Frohlich polaron at rest.

Result under test: mean number of virtual LO phonons N = alpha/2 + O(alpha^2).
alpha : Frohlich coupling constant;  r_p = sqrt(hbar/(2 m omega)) : polaron length
Scaled units: energy in hbar*omega, wavenumber in 1/r_p, so that an electron of
wavenumber k has kinetic energy k^2.  A sum over modes of |V_k|^2 f(k) becomes
(2 alpha/pi) * integral dk of the angular average of f.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad


def wavenumber_grid(count):
    """Gauss-Legendre grid for k = tan(theta), covering 0 < k < infinity."""
    nodes, weights = np.polynomial.legendre.leggauss(count)
    theta = (nodes + 1) * np.pi / 4
    return np.tan(theta), weights * np.pi / 4 / np.cos(theta) ** 2


def diagonalize_polaron(alpha, radial=40, angular=16):
    """Ground state at total momentum zero with up to two phonons.

    The two-phonon amplitudes are eliminated exactly at the eigenvalue.
    Returns energy, phonon number, kinetic energy and interaction energy.
    """
    k, dk = wavenumber_grid(radial)
    g = np.sqrt(2 * alpha / np.pi * dk)
    u, wu = np.polynomial.legendre.leggauss(angular)
    first, second = np.triu_indices(radial)
    i, j = np.repeat(first, angular), np.repeat(second, angular)
    cosine = np.tile(u, len(first))
    root_weight = np.sqrt(np.tile(wu / 2, len(first)))
    kinetic_two = k[i] ** 2 + k[j] ** 2 + 2 * k[i] * k[j] * cosine
    boson = np.where(i == j, 1 / np.sqrt(2), 1.0)
    states = np.arange(len(i))
    link = np.zeros((radial + 1, len(i)))
    np.add.at(link, (1 + i, states), g[j] * root_weight * boson)
    np.add.at(link, (1 + j, states), g[i] * root_weight * boson)
    low = np.diag(np.concatenate(([0.0], 1 + k ** 2)))
    low[0, 1:] = low[1:, 0] = g
    energy = -alpha
    for _ in range(30):
        effective = low + (link / (energy - 2 - kinetic_two)) @ link.T
        values, vectors = np.linalg.eigh(effective)
        change = abs(values[0] - energy)
        energy = values[0]
        if change < 1e-13:
            break
    c_low = vectors[:, 0]
    c_two = (link.T @ c_low) / (energy - 2 - kinetic_two)
    norm = c_low @ c_low + c_two @ c_two
    number = (np.sum(c_low[1:] ** 2) + 2 * c_two @ c_two) / norm
    kinetic = (np.sum(k ** 2 * c_low[1:] ** 2)
               + np.sum(kinetic_two * c_two ** 2)) / norm
    interaction = 2 * (c_low[0] * (g @ c_low[1:])
                       + c_low @ (link @ c_two)) / norm
    return energy, number, kinetic, interaction


def fourth_order_energy(count):
    """Coefficient of alpha^2 in the ground-state energy, by quadrature."""
    k, dk = wavenumber_grid(count)
    kk, qq = np.meshgrid(k, k, indexing="ij")
    mean_inverse = np.log1p(4 * kk * qq / (2 + (kk - qq) ** 2)) / (4 * kk * qq)
    d_k, d_q = 1 + kk ** 2, 1 + qq ** 2
    paths = mean_inverse * (1 / d_k ** 2 + 1 / (d_k * d_q))
    shift = 2 / np.pi * np.sum(dk / (1 + k ** 2))
    weight = 2 / np.pi * np.sum(dk / (1 + k ** 2) ** 2)
    return shift * weight - (2 / np.pi) ** 2 * (dk @ paths @ dk)


# ---- tests of the scaled model ------------------------------------------
tiny = 0.001
e_t, n_t, kin_t, int_t = diagonalize_polaron(tiny)
assert abs(n_t / tiny - 0.5) < 1e-3
assert abs(e_t / tiny + 1.0) < 1e-3
assert abs(kin_t / tiny - 0.5) < 1e-3
assert abs(int_t / tiny + 2.0) < 1e-3

# alpha^2 term of N: scaling of the energy with omega against diagonalization
e2 = fourth_order_energy(400)
assert abs(e2 - fourth_order_energy(250)) < 1e-5
n2_scaling = -2 * e2
slope = [(diagonalize_polaron(a)[1] / a - 0.5) / a for a in (0.02, 0.04)]
n2_diagonal = 2 * slope[0] - slope[1]      # removes the next power of alpha
assert abs(n2_diagonal - n2_scaling) < 1e-3

# moving polaron, total momentum p in units of sqrt(2 m hbar omega)
p_test = 0.6
k_m, dk_m = wavenumber_grid(200)
u_m, wu_m = np.polynomial.legendre.leggauss(60)
denominator = 1 + k_m[:, None] ** 2 - 2 * p_test * k_m[:, None] * u_m
moving = 2 / np.pi * (dk_m @ (1 / denominator ** 2) @ (wu_m / 2))
assert abs(moving - 0.5 / np.sqrt(1 - p_test ** 2)) < 1e-7

# absorption rate of an electron at rest: golden rule with a narrow Gaussian
width = 0.01
gauss = lambda x: (np.exp(-0.5 * ((x * x - 1) / width) ** 2)
                   / (width * np.sqrt(2 * np.pi)))
rate = 2 * np.pi * (2 / np.pi) * quad(gauss, 0.9, 1.1, points=[1.0])[0]
assert abs(rate - 2) < 1e-3                # in units of alpha*omega*n_B

# displaced oscillator: a linear force g lowers the energy by g^2
force = 0.6
ladder = np.diag(np.sqrt(np.arange(1, 50)), 1)
oscillator = ladder.T @ ladder + force * (ladder + ladder.T)
assert abs(np.linalg.eigvalsh(oscillator)[0] + force ** 2) < 1e-9

# share of cloud phonons with k*r_p < 1
density = lambda x: 4 / np.pi / (1 + x * x) ** 2
inner_share = quad(density, 0, 1)[0]
assert abs(inner_share - (0.5 + 1 / np.pi)) < 1e-10

# ---- worked example: rough CdTe-like thin film --------------------------
mass_ratio, eps_inf, eps_static = 0.10, 7.1, 10.2
phonon_meV, gap_eV, lattice_nm = 21.0, 1.5, 0.65
thickness_nm, density_cm3 = 2000.0, 1e14
q_e, hbar, eps0, k_B = const.e, const.hbar, const.epsilon_0, const.k
mass = mass_ratio * const.m_e
quantum = phonon_meV * 1e-3 * q_e
omega = quantum / hbar
r_p = np.sqrt(hbar / (2 * mass * omega))
inverse_eps = 1 / eps_inf - 1 / eps_static
alpha = (q_e ** 2 / (4 * np.pi * eps0 * hbar)
         * np.sqrt(mass / (2 * quantum)) * inverse_eps)

# coupling: attraction of two static charges from the mode sum
coupling = quantum ** 2 * 4 * np.pi * alpha * r_p     # volume * k^2 * |V_k|^2
sine_integral = (quad(lambda x: np.sinc(x / np.pi), 0, 1)[0]
                 + quad(lambda x: 1 / x, 1, np.inf, weight="sin", wvar=1)[0])
distance = 20e-9
pair_sum = -coupling * sine_integral / (np.pi ** 2 * quantum * distance)
pair_coulomb = -q_e ** 2 * inverse_eps / (4 * np.pi * eps0 * distance)
assert abs(pair_sum / pair_coulomb - 1) < 1e-6

# phonon number from the dielectric form of the coupling, in SI units
dielectric_coupling = quantum * q_e ** 2 * inverse_eps / (2 * eps0)


def number_integrand(x):
    k = x / r_p
    gap = quantum + (hbar * k) ** 2 / (2 * mass)
    return dielectric_coupling / (2 * np.pi ** 2 * r_p) / gap ** 2


number_si = quad(number_integrand, 0, np.inf, epsabs=0)[0]
number = alpha / 2
assert abs(number_si / number - 1) < 1e-7

# effects left out of the model
zone_radius = (24 * np.pi ** 2) ** (1 / 3) / (lattice_nm * 1e-9)
zone_x = zone_radius * r_p
lost_number = quad(density, zone_x, np.inf, epsabs=0)[0]
lost_energy = quad(lambda x: 2 / np.pi / (1 + x * x), zone_x, np.inf)[0]
gap_scaled = gap_eV * 1e3 / phonon_meV
band = lambda x: gap_scaled / 2 * (np.sqrt(1 + 4 * x * x / gap_scaled) - 1)
band_ratio = quad(lambda x: 4 / np.pi / (1 + band(x)) ** 2, 0, np.inf)[0]
to_meV = 1e3 / q_e
density_si = density_cm3 * 1e6
fermi = (hbar ** 2 * (3 * np.pi ** 2 * density_si) ** (2 / 3)
         / (2 * mass) * to_meV)
plasma = hbar * np.sqrt(density_si * q_e ** 2
                        / (eps0 * eps_inf * mass)) * to_meV
confinement = ((hbar * np.pi / (thickness_nm * 1e-9)) ** 2
               / (2 * mass) * to_meV)
rydberg_meV = const.value("Rydberg constant times hc in eV") * 1e3
donor = rydberg_meV * mass_ratio / eps_static ** 2
field_scale = quantum / (q_e * r_p) * 1e-8            # V/m to MV/cm

print("TESTS, scaled units")
print(f"diagonalization at alpha = {tiny}:")
print(f"  phonon number / alpha      = {n_t / tiny:.5f}")
print(f"  total energy / alpha       = {e_t / tiny:.5f} hbar*omega")
print(f"  kinetic energy / alpha     = {kin_t / tiny:.5f} hbar*omega")
print(f"  interaction / alpha        = {int_t / tiny:.5f} hbar*omega")
print(f"alpha^2 term of energy       = {e2:.5f} hbar*omega")
print(f"alpha^2 term of N, scaling   = {n2_scaling:.4f}")
print(f"alpha^2 term of N, diagonal. = {n2_diagonal:.4f}")
print(f"share of phonons k*r_p < 1   = {inner_share:.4f}")
print("INPUTS, rough CdTe-like film")
print(f"mass                         = {mass_ratio:.2f} m_e")
print(f"eps_inf, eps_static          = {eps_inf}, {eps_static}")
print(f"LO phonon energy             = {phonon_meV:.1f} meV")
print(f"band gap                     = {gap_eV:.1f} eV")
print(f"lattice constant             = {lattice_nm:.2f} nm")
print(f"film thickness               = {thickness_nm:.0f} nm")
print(f"free-electron density        = {density_cm3:.0e} cm^-3")
print("RESULTS")
print(f"1/eps_inf - 1/eps_static     = {inverse_eps:.5f}")
print(f"polaron length r_p           = {r_p * 1e9:.3f} nm")
print(f"alpha                        = {alpha:.4f}")
print(f"phonon number alpha/2        = {number:.4f}")
print(f"phonon number, SI quadrature = {number_si:.4f}")
print(f"normalized first-order state = {number / (1 + number):.4f}")
print(f"phonon energy                = {number * phonon_meV:.2f} meV")
print(f"kinetic energy               = {number * phonon_meV:.2f} meV")
print(f"interaction energy           = {-2 * alpha * phonon_meV:.2f} meV")
print(f"polaron energy shift         = {-alpha * phonon_meV:.2f} meV")
print("NEGLECTED EFFECTS")
print(f"alpha^2 correction to N      = {n2_scaling * alpha ** 2:+.4f}")
print(f"zone radius times r_p        = {zone_x:.1f}")
print(f"N lost beyond zone           = {100 * lost_number:.1e} %")
print(f"energy shift lost beyond zone= {100 * lost_energy:.2f} %")
print(f"nonparabolic change of N     = {100 * (band_ratio - 1):+.2f} %")
for temperature in (10.0, 77.0, 300.0):
    thermal = k_B * temperature
    occupation = 1 / np.expm1(quantum / thermal)
    ratio = 1.5 * thermal / quantum
    broadening = 2 * alpha * occupation * phonon_meV
    print(f"T = {temperature:.0f} K: kT = {thermal * to_meV:.2f} meV, "
          f"n_B = {occupation:.2e}")
    print(f"  absorption hbar*rate       = {broadening:.2e} meV")
    print(f"  (3/2)kT / hbar*omega       = {ratio:.3f}")
    if ratio < 1:
        print(f"  N(moving) / N(rest)        = {1 / np.sqrt(1 - ratio):.3f}")
    else:
        print("  above threshold: real phonon emission")
print(f"Fermi energy                 = {fermi:.3f} meV")
print(f"plasma energy                = {plasma:.3f} meV")
print(f"film confinement energy      = {confinement:.1e} meV")
print(f"hydrogenic donor binding     = {donor:.1f} meV")
print(f"field giving hbar*omega/r_p  = {field_scale:.4f} MV/cm")
print("OK")
```

It prints:

```
TESTS, scaled units
diagonalization at alpha = 0.001:
  phonon number / alpha      = 0.50003
  total energy / alpha       = -1.00002 hbar*omega
  kinetic energy / alpha     = 0.50002 hbar*omega
  interaction / alpha        = -2.00006 hbar*omega
alpha^2 term of energy       = -0.01592 hbar*omega
alpha^2 term of N, scaling   = 0.0318
alpha^2 term of N, diagonal. = 0.0314
share of phonons k*r_p < 1   = 0.8183
INPUTS, rough CdTe-like film
mass                         = 0.10 m_e
eps_inf, eps_static          = 7.1, 10.2
LO phonon energy             = 21.0 meV
band gap                     = 1.5 eV
lattice constant             = 0.65 nm
film thickness               = 2000 nm
free-electron density        = 1e+14 cm^-3
RESULTS
1/eps_inf - 1/eps_static     = 0.04281
polaron length r_p           = 4.259 nm
alpha                        = 0.3446
phonon number alpha/2        = 0.1723
phonon number, SI quadrature = 0.1723
normalized first-order state = 0.1470
phonon energy                = 3.62 meV
kinetic energy               = 3.62 meV
interaction energy           = -14.47 meV
polaron energy shift         = -7.24 meV
NEGLECTED EFFECTS
alpha^2 correction to N      = +0.0038
zone radius times r_p        = 40.5
N lost beyond zone           = 6.4e-04 %
energy shift lost beyond zone= 1.57 %
nonparabolic change of N     = +1.85 %
T = 10 K: kT = 0.86 meV, n_B = 2.61e-11
  absorption hbar*rate       = 3.78e-10 meV
  (3/2)kT / hbar*omega       = 0.062
  N(moving) / N(rest)        = 1.032
T = 77 K: kT = 6.64 meV, n_B = 4.41e-02
  absorption hbar*rate       = 6.38e-01 meV
  (3/2)kT / hbar*omega       = 0.474
  N(moving) / N(rest)        = 1.379
T = 300 K: kT = 25.85 meV, n_B = 7.98e-01
  absorption hbar*rate       = 1.15e+01 meV
  (3/2)kT / hbar*omega       = 1.847
  above threshold: real phonon emission
Fermi energy                 = 0.079 meV
plasma energy                = 0.441 meV
film confinement energy      = 9.4e-04 meV
hydrogenic donor binding     = 13.1 meV
field giving hbar*omega/r_p  = 0.0493 MV/cm
OK
```
